Edge-Bond Gap in Armchair Graphene Ribbons with 3p+2 Dimer Lines

**A small change at two edges**

Take a graphene ribbon 4.92 nm wide, with armchair edges and 41 lines of carbon dimers across its width. If every nearest-neighbour hopping is 2.7 eV, the one-electron model has no gap. Strengthen the axial bonds by 12 % on the two outermost lines, leaving the other 39 alone, and a gap of 43.7 meV appears. The thermal energy at 300 K is 25.9 meV, so a wire intended as a metal now has a gap that matters at room temperature. Why does so small a change open a gap, and what sets its size?

**The ribbon as a set of coupled lines**

Let x run along the ribbon, let a be the bond length, and number the dimer lines j = 1, …, N across the width. In each period 3a, line j holds one atom A_j and one atom B_j, joined by an axial bond. Each atom carries one orbital. The Hamiltonian element is −t on a nearest-neighbour bond, with t > 0, and the band is half filled. Passivated edges enter through bond strengths alone: axial bonds have hopping d_j t, with d_1 = d_N = 1+δ and d_j = 1 otherwise.

From A_j the axial bond leads a distance +a along x to B_j. The slanted bonds lead to B_{j±1}, displaced by −a/2 along x. For a Bloch wave of wave number k,

E A_j = −t[d_j e^{ika} B_j + e^{−ika/2}(B_{j+1} + B_{j−1})].  (1)

The equation for B_j has the conjugate phases. Put B_j = e^{ika/2} b_j and φ = 3ka/2. Then

E A = −F b,  E b = −F†A,  F = t(e^{iφ}D + T).  (2)

Here D is diagonal with entries d_j, and T has ones between adjacent lines. Eliminating b gives E²A = FF†A, so the energies come in pairs ±E. The Brillouin zone is −π/2 < φ ≤ π/2.

**Which uniform ribbons are gapless**

Set δ = 0, so that D = 1. The eigenvectors of T follow from

sin((j+1)θ) + sin((j−1)θ) = 2cosθ sin(jθ).  (3)

The missing lines 0 and N+1 require ψ_0 = ψ_{N+1} = 0, hence

θ_r = rπ/(N+1),  ψ_j = √(2/(N+1)) sin(jθ_r),  r = 1, …, N.  (4)

For the normalization, write sin² = (1 − cos 2jθ_r)/2. The geometric sum of e^{2ijθ_r} over j = 0, …, N vanishes, so the cosines sum to −1 over j = 1, …, N. The sum of sin² is therefore (N+1)/2.

Replacing T by 2cosθ_r in (2) gives

E² = t²|e^{iφ} + 2cosθ_r|² = t²[(cosφ + 2cosθ_r)² + sin²φ].  (5)

Both squares must vanish for E = 0. Within the zone this means φ = 0 and cosθ_r = −1/2, so θ_r = 2π/3 and r = 2(N+1)/3. Since r is an integer, N+1 must be divisible by 3:

N = 3p+2,  r = 2(p+1),  p = 0, 1, 2, …  (6)

The zero mode repeats the pattern +, −, 0 across the ribbon. On every line the amplitude arriving through the axial bond cancels the sum arriving through the slanted bonds. If the slanted bonds stay as they are, changing an axial bond upsets this cancellation on any line where the amplitude is nonzero.

**The first-order gap**

At k = 0 the matrix F is real and symmetric. If Fψ = fψ, the choices b = A = ψ and b = −A = −ψ solve (2) with E = −f and E = +f. One eigenvalue f of F thus gives two energies separated by 2|f|. The zero-energy level of the uniform ribbon is twofold, but the zero eigenvalue of F is simple, so nondegenerate perturbation theory applies to F.

The perturbation is δt on lines 1 and N. The shifted eigenvalue f_0 is, to first order,

f_0 = δt(ψ_1² + ψ_N²).  (7)

With N+1 = 3(p+1) and sin²(2π/3) = 3/4, equation (4) gives

ψ_1² = [2/(3(p+1))]·(3/4) = 1/(2(p+1)).  (8)

At the other edge, (N+1)θ = 2π(p+1), so sin(Nθ) = −sinθ and ψ_N² has the same value. Therefore f_0 = δt/(p+1), and the splitting at k = 0 is

E_g = 2|δ|t/(p+1).  (9)

The denominator is the dilution of the zero mode over the width. The factor 2 comes from the opposite shifts of the two energies, not from the number of edges, which is already counted in (7). Weakened bonds, δ < 0, give the same first-order gap as strengthened ones.

Two variants show that what counts is the weight of the zero mode on the changed lines. In a ribbon with N = 11, changing the bonds on one edge alone gives E_g/(|δ|t) = 0.2500, half of what (9) predicts for both edges. Changing lines 3 and 9 by 10 % instead leaves the gap at zero, because those lines are nodes of the zero mode and Fψ = 0 still holds.

**Why the minimum stays at k = 0**

Equation (9) is the gap of the ribbon only if no other k gives a smaller separation. Put u = δ/(p+1). The expectation value of D in the zero mode is 1+u, and that of T is −1. Projecting F on this mode gives t[(1+u)e^{iφ} − 1], and hence

E² ≈ t²[(1+u)² + 1 − 2(1+u)cosφ]
  = t²[u² + 2(1+u)(1 − cosφ)].  (10)

For 1+u > 0 the last term is non-negative and vanishes at φ = 0. Near that point 1 − cosφ ≈ φ²/2, so to leading order in δ

E² ≈ (E_g/2)² + (ħvk)²,  ħv = 3ta/2.  (11)

The projection omits other subbands, but they cannot move the minimum when δ is small enough. The lowest eigenvalue of FF† is simple near φ = 0 and even in φ, so its slope vanishes there. Its curvature in φ is 2t² at δ = 0 and changes continuously with δ. Away from φ = 0 the uniform band has a finite energy, which a small δ cannot bring to zero. For finite δ the position was tested by a scan of 41 values of k from the zone centre to its boundary. With p = 0, 1, 4 and 9 and δ = ±0.12, the minimum was at k = 0 in each case.

The narrowest ribbon, p = 0, can be solved completely. It has two lines and forms a single chain of alternating bonds. The symmetric and antisymmetric combinations of the lines give

|E| = t|(1+δ)e^{iφ} ± 1|.  (12)

For δ > −1 the smallest value is |δ|t, from the minus sign at φ = 0. The gap is 2|δ|t without higher-order corrections.

**How accurate is first order?**

One might fear that (9) fails in wide ribbons, where the subbands crowd together. An expansion to second order shows otherwise. At k = 0, write the wave as ψ_j = sin(jθ+α). On interior lines it has f = t(1+2cosθ). Continue the wave to line 0 and compare its interior equation with the true equation on line 1:

ψ_1 + ψ_2 + ψ_0 = (f/t)ψ_1,
(1+δ)ψ_1 + ψ_2 = (f/t)ψ_1.  (13)

Subtraction gives ψ_0 = δψ_1, or sinα = δ sin(θ+α). Expanding the right-hand side and dividing by cosα,

tanα = δ sinθ/(1 − δcosθ).  (14)

The other edge requires ψ_{N+1} = δψ_N. Define β = rπ − (N+1)θ − α. Both sides then carry the same sign factor, leaving sinβ = δ sin(β+θ). This is the equation already solved by α, so β = α up to a multiple of π that can be absorbed in r:

(N+1)θ + 2α = rπ.  (15)

Continuity with the uniform zero mode fixes r = 2(p+1). Let P = p+1 and θ = 2π/3 + η. Since N+1 = 3P,

η = −2α/(3P).  (16)

To first order α = √3δ/2 and η = −δ/(√3P). This shift changes sinθ to √3/2 − η/2 = √3/2 + δ/(2√3P). Inserting it in (14), with 1/(1−δcosθ) ≈ 1 − δ/2, gives

α = (√3δ/2)[1 − δ/2 + δ/(3P)] + O(δ³).  (17)

The eigenvalue is

f_0/t = 1 + 2cos(2π/3+η) = 1 − cosη − √3 sinη
  = −√3η + η²/2 + O(η³).  (18)

From (16) and (17), the first term is (δ/P)[1 − δ/2 + δ/(3P)]. The second is δ²/(6P²), which adds δ/(6P) inside the bracket. As 1/3 + 1/6 = 1/2,

f_0/t = (δ/P)[1 − δ/2 + δ/(2P)] + O(δ³).  (19)

Restoring P = p+1 and taking twice the magnitude,

E_g = (2|δ|t/(p+1))[1 − δp/(2(p+1)) + O(δ²)].  (20)

The relative correction vanishes for p = 0, as (12) requires, and tends to −δ/2 for large p. Its magnitude stays below |δ|/2 at every width: the edge perturbation of the zero mode and the spacing of the subbands both fall as 1/(p+1). For p = 13 the lattice calculation gives a coefficient of −0.4643 for δ in the bracket, equal to −13/28.

For a wide ribbon at fixed δ, θ tends to 2π/3 and equations (14), (16) and (18) give the k = 0 splitting

E_g ≈ (4t/(√3(p+1))) arctan(√3|δ|/(2+δ)).  (21)

This form keeps higher powers of δ but only the leading power of 1/(p+1). It is the gap as long as the minimum remains at k = 0 and no other level there lies closer to midgap. By (15), neighbouring levels have 2α shifted by π, so the second condition is |α| < π/4, which holds easily for small δ.

**The 41-line ribbon**

For N = 41, p = 13. Each edge line carries a fraction 1/28 = 0.0357 of the zero mode. Equation (9) gives

E_g = 2 × 0.12 × 2.7 eV/14 = 46.3 meV.  (22)

The second-order bracket is 1 − 0.12 × 13/28 = 0.944, which lowers this to 43.7 meV. Diagonalization of the lattice also gives 43.7 meV. First order is 5.9 % too high relative to the lattice value.

To see what the gap does to conduction, consider the lowest channel of a ballistic wire. Let m = E_g/2, measure the Fermi energy μ from midgap, and assume unit transmission for |E| > m and none inside the gap. With f_F the Fermi function, the conductance in units of 2e²/h is the integral of −df_F/dE over the allowed energies. The upper band gives f_F(m), and the lower band gives 1 − f_F(−m):

G/(2e²/h) = 1/(1+e^{(m−μ)/kT}) + 1/(1+e^{(m+μ)/kT}).  (23)

In this equation alone, k in kT is Boltzmann's constant. At μ = 0 and 300 K, m/kT = 21.9/25.9 = 0.85 and the result is 0.60. At 378 K, a hot-chip temperature, it is 0.68, because a broader thermal window reaches further beyond the gap. With μ held at 0.2 eV it is 0.999 at 300 K and 0.997 at 378 K. Doping therefore removes almost all of this loss, while the gap itself remains. These values are for the lowest channel only. The next subband has its edge 322 meV from midgap, and at μ = 0.2 eV its thermal tail would add more to the total conductance than the small loss found here.

**Routes through the gap**

Setting E = 0 in (11) gives k = ±im/(ħv). A midgap wave decays in amplitude over

ℓ = ħv/m = 0.575 eV nm/0.0219 eV = 26.3 nm.  (24)

Over a wire of length L = 1000 nm, the tunnelling factor e^{−2L/ℓ} is about 10^−33.

A field F_e along the wire opens another route, from the lower band to the upper. The local energy relative to midgap is eF_e x, so (11) gives a decay rate √(m² − (eF_e x)²)/(ħv) for |eF_e x| < m. Twice its integral over this region is the semiclassical exponent. The integral of the square root is a half-ellipse of area πm²/(2eF_e), and thus

P_t = exp[−πm²/(ħv eF_e)].  (25)

A direct integration of the equivalent two-level crossing with m²/(ħv eF_e) = 0.25 gave 0.4559, in agreement with (25). In the example, 0.1 V over 1 µm gives a field of 0.0010 MV/cm if the voltage drops evenly, against a scale πm²/(eħv) of 0.0261 MV/cm. The probability is about 10^−11. With an even drop, neither route matters for this long, uniform wire; in a contact only a few tens of nanometres long the first one would. In a ballistic wire, however, much of the voltage can drop near the contacts. If the 0.1 V fell evenly over 30 nm, (25) would give a probability of 0.46. This shows only that the probability is no longer small: (25) assumes a ramp extending far beyond the gap on both sides, whereas here the drop is only about 2.3 E_g over a length close to ℓ, and the transmission then depends on energy.

**Other hoppings and other widths**

Edge-bond changes are not the sole source of a gap. Add a hopping −t_3 between all third neighbours, at distance 2a. Most lie across a hexagon. On lines 1 and N, however, the hop along the line crosses the open bay of the armchair edge; it is given the same value t_3 here. At k = 0 it couples A_j to B_j and B_{j±2}, so F gains the term

(F_3ψ)_j = t_3(ψ_j + ψ_{j+2} + ψ_{j−2}).  (26)

For the zero mode, ψ_{j+2} + ψ_{j−2} = 2cos(4π/3)ψ_j = −ψ_j, and the bulk terms cancel. On line 1, however, the site j = −1 is absent. The continued wave has ψ_{−1} = −ψ_1 there, so its absence leaves +t_3ψ_1. Line N leaves +t_3ψ_N in the same way. On lines 2 and N−1 the missing amplitudes are zero. The remainder has the form of an edge-bond change, and to first order

E_g = 2|δt + t_3|/(p+1).  (27)

With t_3 = 0.2 eV this gives 74.9 meV, while the lattice gives 68.1 meV. The difference is due to higher orders in the two perturbations. In this model third neighbours raise the lattice gap by 56 % relative to the nearest-neighbour result. The effect comes from the hop across the bay: since ψ_3 = ψ_{N−2} = 0, the remainders t_3ψ_1 and t_3ψ_N are exactly that hop. Without it the zero mode stays exact at δ = 0, and the gap at δ = 0.12 stays at 43.7 meV. The t_3 in (27) is therefore the bay hopping, which in a passivated ribbon need not equal the bulk value. A second-neighbour hopping of 0.1 eV, added without t_3, changes it only to 43.6 meV.

A width error of one line matters more. For N = 40 or 42, the allowed θ_r nearest 2π/3 misses it by π/(3(N+1)), below for N = 40 and above for N = 42. By (18) this gives f ≈ ±πt/(√3(N+1)). The edge bonds add approximately 3δt/(N+1), from (4) and (7), so

E_g ≈ 2t[π/√3 ± 3δ]/(N+1),  (28)

with the upper sign for N = 40. The estimates are 5.4 eV × 2.174/41 = 286 meV and 5.4 eV × 1.454/43 = 183 meV. The lattice gives 287 and 185 meV at the same t and δ. Strengthened edges widen one neighbour's gap and narrow the other's.

**The model and a real interconnect**

The values of t, δ, t_2 and t_3 used here are rough typical ones for graphene with passivated edges. The gap depends strongly on δ and on the third-neighbour hopping across the edge bays, and the model also assumes a perfect width and independent electrons. One missing line raises the model gap from 44 to 287 meV. For an oxide of relative permittivity 3.9, the Coulomb energy e²/(4πε_0ε_rW) at the ribbon width W is 75 meV, larger than the gap itself. This is a scale, not a corrected gap, but it shows that interactions cannot be dismissed as a small correction. Rough edges also scatter carriers, so (23) is not a prediction for the resistance of a micrometre-long wire. Equation (20) gives the edge-bond contribution within the nearest-neighbour model; it should not be read as the measured gap of a 41-line ribbon. The numerical output below lists the values used here.

Computed values

```
Lattice slope Eg/(|delta| t), formula 2/(p+1), second-order coeff.
p= 0 N= 2 slope=2.00000 formula=2.00000 second=-0.0000
p= 1 N= 5 slope=1.00000 formula=1.00000 second=-0.2500
p= 2 N= 8 slope=0.66667 formula=0.66667 second=-0.3333
p= 5 N=17 slope=0.33333 formula=0.33333 second=-0.4167
p=13 N=41 slope=0.14286 formula=0.14286 second=-0.4643
One changed edge, N=11: slope = 0.2500
Example: p = 13, N = 41, delta = 0.12
Hopping t = 2.7 eV; bond length = 0.142 nm
Ribbon width = 4.92 nm
Edge weight, each edge line = 0.03571
Gap, first order = 46.29 meV
Gap, second order = 43.71 meV
Gap, lattice = 43.72 meV
First-order excess over lattice = 5.9 %
Next subband edge = 322 meV from midgap
hbar v = 0.5751 eV nm
kT at 300 K = 25.85 meV
kT at 378 K = 32.57 meV
Channel conductance, Fermi energy 0.0 eV, 300 K = 0.601 x 2e^2/h
Channel conductance, Fermi energy 0.0 eV, 378 K = 0.676 x 2e^2/h
Channel conductance, Fermi energy 0.2 eV, 300 K = 0.999 x 2e^2/h
Channel conductance, Fermi energy 0.2 eV, 378 K = 0.997 x 2e^2/h
Second-neighbour hopping = 0.1 eV: gap 43.58 meV
Third-neighbour hopping = 0.2 eV: gap 68.12 meV
  first-order formula with it = 74.86 meV
Gap with one line fewer (N=40) = 287 meV
Gap with one line more (N=42) = 185 meV
Oxide relative permittivity = 3.9
Coulomb scale at ribbon width = 75 meV
Midgap amplitude decay length = 26.3 nm
  same from lattice evanescent wave = 26.4 nm
Wire length = 1000 nm; bias = 0.1 V
log10 of midgap tunnelling factor = -33.0
Applied field = 0.0010 MV/cm
Interband tunnelling field scale = 0.0261 MV/cm
log10 of interband tunnelling probability = -11.3
Two-level test: jump = 0.4559, law = 0.4559
```
